Do density and paramagnetic current determine the scalar and vector potentials?

**Question**

I am studying current-density-functional theory because I want to compute magnetic shieldings. Its basic variables are the ground-state density n(r) and the paramagnetic current density j_p(r). Without a magnetic field, n fixes the scalar potential v up to a constant. I assumed that with a field the pair (n, j_p) fixes the pair (v, A) up to a constant and a gauge transformation. Is that right? If it is not, is there an explicit interacting example, preferably one in which j_p is not zero?

**Answer**

It is not right. The original argument has two steps, from densities to wavefunction and from wavefunction to potentials. The first survives a magnetic field and the second does not.

I use Rydberg units, ħ = 1, m = 1/2, e² = 2, with lengths in a0 and energies in Ry. The electron charge is absorbed in a = eA/ħ and b = eB/ħ, so b is measured in 1/a0². The Hamiltonian is

H = Σ_i [(p_i + a(r_i))² + v(r_i)] + W + 2b S_z,

where W = Σ_{i<j} 2/r_ij is the repulsion and the last term is the spin coupling with g = 2. The paramagnetic current is j_p = 2 Im(Ψ*∇Ψ), integrated over all other electrons and summed over electrons. It depends on the gauge, so states are compared in one fixed gauge.

**From densities to wavefunction**

For any state, expanding the square gives

⟨H⟩ = ⟨T + W⟩ + ∫ n (v + a²) + ∫ a·j_p + b⟨2S_z⟩,

with T = Σp², because the cross term a·p + p·a has the expectation value ∫ a·j_p. Let Ψ and Ψ′ be nondegenerate ground states of two such Hamiltonians H and H′, with the same n, j_p and spin density. Everything after ⟨T + W⟩ is then the same for both states when H is used. Since Ψ minimizes ⟨H⟩, ⟨T + W⟩ in Ψ cannot exceed its value in Ψ′. Exchanging the roles of H and H′ gives the opposite inequality. The two values are equal, Ψ′ also reaches the lowest energy of H, and by nondegeneracy Ψ′ = Ψ up to a phase. If the spin coupling is dropped, n and j_p suffice for this argument.

**From wavefunction to potentials**

Without a field, subtracting two Schrödinger equations for the same Ψ leaves

Σ_i [v(r_i) − v′(r_i)] Ψ = (E − E′) Ψ.

The operator on the left merely multiplies, so v − v′ is constant wherever Ψ is nonzero. With two different vector potentials the difference H − H′ also contains derivatives. A differential operator can have Ψ as an eigenfunction without being a constant, and angular momentum is such an operator.

Take a uniform field along z and the gauge

a = (b/2) ẑ×r = (b/2)(−y, x, 0).

Acting on a function f,

(p + a)² f = p² f + a·p f + p·(a f) + a² f.

Here p·(a f) = a·p f − i(∇·a) f, and ∇·a = 0, so the two middle terms add up to 2a·p f. Moreover

2a·p = b(x p_y − y p_x) = b l_z,  a² = b²ρ²/4,  ρ² = x² + y².

Hence

(p + a)² = p² + b l_z + b²ρ²/4.

Now let the scalar potential change with the field so that it cancels the quadratic term:

v_b = v_0 − b²ρ²/4.

With M = L_z + 2S_z, the Hamiltonian becomes

H_b = H_0 + b M.

If v_0 is axially symmetric, M commutes with H_0, because the repulsion is rotationally invariant. The common eigenstates of H_0, L_z and S_z are then eigenstates of H_b for every b, with energies

E_k(b) = E_k(0) + b M_k.

A state Ψ with value M_0 is the unique ground state as long as E_k(0) − E_0(0) + b(M_k − M_0) > 0 for every other state k. Each condition is linear in b, so together they select an interval of b. Throughout it Ψ is the same function, and so are n, j_p and the spin density. The magnetic field b is different at each point of the interval. A gauge transformation leaves ∇×a unchanged, so it cannot connect these potentials.

**When the interval has a nonzero length**

Infinitely many states compete, and their M_k may be arbitrarily large, so a gap alone is not sufficient. Suppose that at some field b* the state Ψ is the ground state with energy E and gap Δ, and that the confinement gives a bound

H_* ≥ κ|M| − C, with κ > 0.

Put δ = b − b*. On states orthogonal to Ψ we have H_* − E ≥ Δ. Mixing the two bounds with weights 1 − t and t gives

H_* − E + δ(M − M_0) ≥ (1 − t)Δ + t(κ|M| − C − E) − |δ||M| − |δ||M_0|.

The choice t = |δ|/κ removes |M|. The right side is then positive if

|δ| < κΔ/(Δ + C + E + κ|M_0|).

The bound applied to Ψ itself gives E + C ≥ κ|M_0| ≥ 0, so this limit is at most κ and t ≤ 1, as required. The interval therefore extends at least this far on both sides of b*.

Harmonic confinement supplies such a bound. The identity above, with b replaced by ±ω, reads

p² + ω²ρ²/4 ± ω l_z = (p + a_{±ω})² ≥ 0,

so p² + ω²ρ²/4 ≥ ω|l_z|.

A free atom at zero field has no such bound, and there the construction fails. Take hydrogen, v_0 = −2/r, with levels −1/n². The state with l = n − 1 and m = −(n − 1) falls below the 1s state of the same spin when

−1/n² − b(n − 1) < −1, that is, b > (n + 1)/n².

The second form follows from 1 − 1/n² = (n − 1)(n + 1)/n². For any b > 0 a sufficiently large n satisfies it. For b = 0.1 the first such state has n = 11, and for b = 0.01 it has n = 101. As n grows the energies decrease without limit, so H_b has no ground state at all. The reason is visible in v_b: the term −b²ρ²/4 is an inverted parabola, and nothing in the atom's own potential outweighs it at large distance.

**An interacting example with nonzero current**

Put two electrons in the trap v_0 = ω²r²/4. With R = (r1 + r2)/2, r = r1 − r2 and the conjugate momenta P = p1 + p2, p = (p1 − p2)/2,

p1² + p2² = P²/2 + 2p²,  r1² + r2² = 2R² + r²/2,

and the zero-field Hamiltonian separates:

H_0 = [P²/2 + ω²R²/2] + [2p² + ω²r²/8 + 2/r].

The centre of mass has the ground state exp(−ωR²/2) with energy 3ω/2. For the relative motion take l = 1, m = −1:

χ = (x − iy) h(r) exp(−ωr²/8).

For a factor (x − iy) times a radial function g, the Laplacian acts as g″ + 4g′/r. Inserting g = h exp(−ωr²/8), the terms ±ω²r²h/8 cancel, and what remains is

−2h″ + (ωr − 8/r)h′ + (5ω/2 + 2/r)h = εh.

Try h = 1 + cr. The powers of r give

1/r: −8c + 2 = 0, so c = 1/4;
r⁰: 5ω/2 + 2c = ε;
r¹: ω + 5ω/2 = ε.

The last two require ω = 2c = 1/2, and then ε = 7/4. This closed form thus belongs to the particular trap ω = 0.5 Ry. Since h has no zero for r > 0, it is the lowest l = 1 state. Combining the exponentials,

Ψ = (x12 − i y12)(1 + r12/4) exp[−(r1² + r2²)/8],

with x12 = x1 − x2 and so on. The function changes sign when the electrons are exchanged, so it belongs to a spin triplet. With both spins down, L_z = −1, S_z = −1 and M = −3. The total energy is

E(b) = 3/4 + 7/4 − 3b = 2.5 − 3b Ry.

At b = 0 this is not the ground state: the singlet with l = 0 lies at 2.1785 Ry. The singlet has M = 0, so the levels cross at

b_low = (2.5 − 2.1785)/3 = 0.107.

The next competitor is the triplet with l = 3, m = −3 and both spins down. It has M = −5 and zero-field energy 3.3567 Ry, so it takes over at

b_high = (3.3567 − 2.5)/(5 − 3) = 0.428.

No other state intervenes. Exciting the centre of mass costs at least ω − b, which is positive up to b = 0.5. The other relative levels up to l = 12 were computed, and none of them crosses the triplet inside the interval. For larger l, the repulsion is positive, so the relative energy is at least ω(l + 3/2). For odd l this puts the crossing no lower than ω(l − 2)/(l − 1), which is 0.458 at l = 13 and increases with l; for even l it lies above ω.

So for 0.107 < b < 0.428 one wavefunction, carrying a nonzero current, is the ground state. The field unit is 2.35·10⁵ T, and the interval runs from about 2.5·10⁴ to 1.0·10⁵ T. These values are enormous because the trap is of atomic size.

Two tests bear directly on this claim. The two-electron Hamiltonian without the spin term, which only adds the constant −2b, was applied to Ψ at random points for b = 0, 0.2 and 0.4, with a and v_b inserted separately. It returned the expected orbital energy 2.5 − b to rounding error. The relative motion was also diagonalized in a Cartesian basis that does not presuppose axial symmetry. The ground states at b = 0.2, 0.3 and 0.4 agree to rounding error. At half of b_low the singlet is lowest, and at b = 0.47 the lowest triplet is orthogonal to Ψ.

The general estimate can be compared with the actual interval. One-electron trap levels obey energy ≥ ω(|m| + 3/2), so H_0 ≥ ω|L_z| + 3ω. Since |2S_z| ≤ 2, |L_z| ≥ |M| − 2 and H_0 ≥ ω|M| + ω. Adding b*M ≥ −b*|M| gives κ = ω − b* and C = −ω. At b* = 0.3 we have E = 1.6, Δ = 0.2, κ = 0.2 and C = −0.5, so the guaranteed half-width is

0.2 × 0.2/(0.2 − 0.5 + 1.6 + 0.6) = 0.021.

The actual distances to the two ends are 0.19 and 0.13. The estimate proves that an interval exists but is far from its true size.

**What differs between two fields in the interval**

Compare b = 0.2 and b = 0.4. The coefficient of ρ² in the scalar potential is (ω² − b²)/4, that is, 0.0525 and 0.0225 Ry/a0²; the coefficient of z² stays at 0.0625. Both potentials still confine.

The velocity operator is ∂H/∂p = 2(p + a), so the orbital part of the physical number current is

j = j_p + 2n a.

At ρ = 2, z = 0 the density is n = 0.01478 and the azimuthal paramagnetic current is −0.00691, for both fields. Since a has magnitude bρ/2, the second term is nbρ:

b = 0.2: j = −0.00691 + 0.00591 = −0.0010,
b = 0.4: j = −0.00691 + 0.01183 = +0.0049.

The orbital current at this point runs in opposite directions in the two systems, although n and j_p are identical. The spin coupling adds a magnetization current, which for both spins down is ∂n/∂ρ in the azimuthal direction. It is −0.0050 at this point for both fields, so the totals are −0.0060 and −0.0001: they still differ by the same amount, but they do not change sign.

The total kinetic angular momentum, Σ[r×(p + a)]_z = L_z + (b/2)Σρ², also differs between the two systems, although its sign does not change. With ⟨Σρ²⟩ = 13.69 a0² it is −1 + 0.1 × 13.69 = 0.37 at the lower field and −1 + 0.2 × 13.69 = 1.74 at the higher one. It is also the orbital part of dE/db at fixed v, and was tested against that derivative.

For shielding, the relevant quantity is the field that the current produces at a chosen point, here the trap centre. For a charge current J, Biot and Savart's law gives B(0) = (μ0/4π)∫ r×J/r³. The electron charge makes J opposite to the number current. Expressed in the field unit ħ/(e a0²), the prefactor μ0e²/(4πm_e a0) equals α², the square of the fine-structure constant, and

b_ind = −α² [⟨Σ l_z/r³⟩ + (b/2)⟨Σ ρ²/r³⟩].

The first term comes from j_p and is +0.98 T at both fields. The second is proportional to b: −0.79 T at b = 0.2 and −1.58 T at b = 0.4. The induced orbital field is therefore +0.19 T in one case and −0.60 T in the other. The spin magnetization adds a further field of about +0.62 T, the same in both cases. With it the total induced field is +0.81 T and +0.02 T, so the change of sign belongs to the orbital part alone.

**The case closest to ordinary NMR**

The singlet of the same trap is the ground state for |b| < 0.107, or for |b| < 0.321 if the spin coupling is dropped. Its wavefunction is real, so j_p = 0 throughout, and this interval contains arbitrarily weak fields.

To first order in b no compensating potential is needed, since b²ρ²/4 is of second order. The first-order perturbation is bM. If MΨ = 0, as in a closed-shell atom with the gauge origin at its nucleus, Ψ has no first-order change. Neither n nor j_p then responds to first order, and the entire induced current is 2na. This also holds for a free atom, because it concerns the linear response at fixed v and not the compensated Hamiltonian. It requires symmetry about the field axis. A closed-shell linear molecule with the field along its axis qualifies. For a general molecule or field direction, L_z mixes excited states into Ψ, j_p responds at first order, and the construction above does not apply as it stands.

**What this means for the functional**

The energy functional is not invalidated. Let F be the minimum of ⟨T + W⟩ over states with given n, j_p and spin density. The ground energy is still found by minimizing

F + ∫ n(v + a²) + ∫ a·j_p + b⟨2S_z⟩,

with v and a supplied as input. What is lost is the derivative of F at the densities of Ψ. In our construction v_b + a² = v_0, and the last two terms add up to b⟨M⟩. The minimum property thus gives, for any change of the densities and every b in the interval,

δF + ∫ v_0 δn ≥ −b δ⟨M⟩.

Suppose F had an ordinary derivative along a direction that changes ⟨M⟩. Applying the inequality to a small step and to its reverse would force the linear change of the left side to equal −b δ⟨M⟩ for every b in the interval at once, which is impossible. F therefore has no ordinary derivative in such a direction, and its behaviour near these densities does not single out one pair of potentials.

In a shielding calculation, then, A has to be kept as a separate input. Once A is given, the nonuniqueness disappears: two Hamiltonians with the same a and the same Ψ differ by a multiplicative operator, and v again follows up to a constant. Most of the values quoted here can be found with more digits in the numerical output below.

Values computed for the example and the checks

```
Trap frequency omega: 0.500 Ry
Field unit (b = 1/a0^2): 2.35052e+05 T
Largest residual of H Psi = E Psi: 8.9e-16 Ry
Singlet energy at b = 0: 2.178524 Ry
Triplet energy at b = 0: 2.500000 Ry
Lowest relative l = 3 state, total energy at b = 0: 3.356697 Ry
Triplet interval, lower limit: 0.107159 1/a0^2
Triplet interval, upper limit: 0.428348 1/a0^2
Triplet interval: 2.5188e+04 to 1.0068e+05 T
Singlet limit |b| with spin coupling: 0.107159 1/a0^2
Singlet limit |b| without spin coupling: 0.321476 1/a0^2
Smallest overlap of ground states inside (minus 1): -1.1e-15
Overlap with lowest triplet at b = 0.47: 4.8e-16
Base field for guaranteed interval: 0.300 1/a0^2
Ground energy at base field: 1.600000 Ry
Gap at base field: 0.200000 Ry
Confinement constant kappa at base field: 0.200 Ry
Confinement constant C at base field: -0.500 Ry
Guaranteed half-width: 0.021053 1/a0^2
Electron number from density: 2.00000000
Canonical L_z from j_p: -1.00000000 hbar
Sum of <rho^2>: 13.691372 a0^2
Density at rho = 2.0, z = 0: 1.478268e-02 1/a0^3
j_p (azimuthal) there: -6.906404e-03 Ry/(hbar a0^2)
Same by direct quadrature: n = 1.478268e-02 1/a0^3, j_p = -6.906398e-03 Ry/(hbar a0^2)
Axial curvature coefficient of v (z^2): 0.06250 Ry/a0^2
b = 0.2: field 4.7010e+04 T
  triplet total energy: 1.9000 Ry
  coefficient of rho^2 in v: 0.05250 Ry/a0^2
  physical current at the point: -9.933327e-04 Ry/(hbar a0^2)
  kinetic angular momentum: 0.369137 hbar
  induced orbital field at centre: 0.18990 T
b = 0.4: field 9.4021e+04 T
  triplet total energy: 1.3000 Ry
  coefficient of rho^2 in v: 0.02250 Ry/a0^2
  physical current at the point: 4.919739e-03 Ry/(hbar a0^2)
  kinetic angular momentum: 1.738274 hbar
  induced orbital field at centre: -0.60085 T
<sum l_z/r^3>: -0.078346 hbar/a0^3
<sum rho^2/r^3>: 0.631750 1/a0
Common paramagnetic part of induced field: 0.98065 T
Hydrogen, b = 0.1 1/a0^2: first circular state below 1s, n = 11
Hydrogen, b = 0.01 1/a0^2: first circular state below 1s, n = 101
```
